\section*{Odd d–f hybridisation and its zeros at time-reversal-invariant momenta}

\section{The symmetry argument}

Place a $d$ orbital and an $f$ orbital on the same lattice site, and let inversion about that site leave the crystal unchanged. The $d$ orbital is even under this inversion and the $f$ orbital is odd. Inversion turns the bond from the $d$ orbital at the origin to an $f$ orbital at $\mathbf R$ into the bond to $-\mathbf R$, and the $f$ orbital supplies a minus sign. The two hopping amplitudes are therefore opposite, and the amplitude at $\mathbf R=0$ must vanish. A Fourier sum of such amplitudes contains sines and no cosines:
\begin{equation}
V(\mathbf k)=i\sum_{\mathbf R}\sin(\mathbf k\cdot\mathbf R)\,t(\mathbf R).
\label{sine}
\end{equation}
Each sine vanishes when $\mathbf k$ is half a reciprocal lattice vector. The rest of the proof makes precise which inversion is needed, what the orbitals may be, and where the conclusion stops.

\section{Assumptions and theorem}

Let $h$ be a one-electron Hamiltonian that commutes with all lattice translations. The lattice vectors are $\mathbf R$, the reciprocal lattice vectors $\mathbf G$, and $e^{i\mathbf G\cdot\mathbf R}=1$. One sublattice, with one site per cell, carries both sets of orbitals. Its sites are taken as the points $\mathbf R$. The states $|d_{\mathbf R\alpha}\rangle$ and $|f_{\mathbf R\beta}\rangle$ are translated copies of those at the origin. The labels $\alpha,\beta$ may include spin, or may number the members of a spin-orbit multiplet. Inversion does not act on spin, so such a multiplet keeps the parity of its orbital part.

With $N$ cells and periodic boundary conditions, define
\begin{equation}
|\phi_{\mathbf k}\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\phi_{\mathbf R}\rangle,
\qquad
V_{\alpha\beta}(\mathbf k)=\langle d_{\mathbf k\alpha}|h|f_{\mathbf k\beta}\rangle .
\label{def}
\end{equation}

\paragraph{Theorem.} If the sites of the sublattice are inversion centres of $h$, then
\begin{equation}
V(-\mathbf k)=-V(\mathbf k),\qquad V(\mathbf k+\mathbf G)=V(\mathbf k),
\label{thm}
\end{equation}
and $V(\mathbf K)=0$ at every momentum with $2\mathbf K=\mathbf G$.

These momenta are called time-reversal-invariant because time reversal sends $\mathbf k$ to $-\mathbf k$, which at $\mathbf K$ is the same point up to $\mathbf G$. In three dimensions there are eight of them. Time reversal is not an assumption of the theorem: a magnetic crystal that keeps the inversion has the same zeros.

The condition on the site is stronger than the presence of an inversion centre somewhere in the crystal. The first lemma gives an equivalent form of it.

\paragraph{Lemma 1.} A site $\boldsymbol\tau$ is an inversion centre if and only if some inversion symmetry of the crystal maps its sublattice onto itself.

\emph{Proof.} Inversion about $\mathbf c$ sends $\mathbf r$ to $2\mathbf c-\mathbf r$. If it maps the sublattice onto itself, then $2\mathbf c-\boldsymbol\tau=\boldsymbol\tau+\mathbf L$ with $\mathbf L$ a lattice vector, so $2\mathbf c-\mathbf L=2\boldsymbol\tau$. Follow the inversion by the translation through $-\mathbf L$, which is also a symmetry. The combined operation is
\begin{equation}
\mathbf r\;\to\;2\mathbf c-\mathbf r-\mathbf L=2\boldsymbol\tau-\mathbf r ,
\end{equation}
which is inversion about $\boldsymbol\tau$. Conversely, inversion about $\boldsymbol\tau$ sends $\boldsymbol\tau+\mathbf R$ to $\boldsymbol\tau-\mathbf R$, a site of the same sublattice. $\square$

\section{Proof}

\paragraph{Lemma 2.} The hoppings $t_{\alpha\beta}(\mathbf R)=\langle d_{0\alpha}|h|f_{\mathbf R\beta}\rangle$ satisfy $t(-\mathbf R)=-t(\mathbf R)$. In particular $t(0)=0$.

\emph{Proof.} Let $P$ be inversion about the site at the origin. It moves the orbital at $\mathbf R$ to $-\mathbf R$ and multiplies it by its parity:
\begin{equation}
P|d_{\mathbf R\alpha}\rangle=+|d_{-\mathbf R\alpha}\rangle,\qquad
P|f_{\mathbf R\beta}\rangle=-|f_{-\mathbf R\beta}\rangle .
\label{P}
\end{equation}
Since $P$ is unitary and commutes with $h$, $h=P^\dagger hP$, and
\begin{align}
t_{\alpha\beta}(\mathbf R)
&=\langle d_{0\alpha}|P^\dagger hP|f_{\mathbf R\beta}\rangle
=(+1)(-1)\langle d_{0\alpha}|h|f_{-\mathbf R\beta}\rangle\nonumber\\
&=-t_{\alpha\beta}(-\mathbf R).
\end{align}
At $\mathbf R=0$ this reads $t(0)=-t(0)$. $\square$

\emph{Proof of the theorem.} Insert the Bloch sums into the definition of $V$:
\begin{equation}
V(\mathbf k)=\frac1N\sum_{\mathbf R_1,\mathbf R_2}e^{i\mathbf k\cdot(\mathbf R_2-\mathbf R_1)}\langle d_{\mathbf R_1}|h|f_{\mathbf R_2}\rangle .
\end{equation}
By translation symmetry the matrix element equals $t(\mathbf R_2-\mathbf R_1)$. For fixed $\mathbf R=\mathbf R_2-\mathbf R_1$ the remaining sum has $N$ equal terms, which cancel the prefactor:
\begin{equation}
V(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,t(\mathbf R).
\label{sum}
\end{equation}
Change $\mathbf k$ to $-\mathbf k$, rename $\mathbf R\to-\mathbf R$, and use Lemma 2:
\begin{equation}
V(-\mathbf k)=\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}t(\mathbf R)
=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}t(-\mathbf R)=-V(\mathbf k).
\end{equation}
Periodicity follows from $e^{i\mathbf G\cdot\mathbf R}=1$ in \eqref{sum}. At $\mathbf K=\mathbf G/2$ we have $\mathbf K=-\mathbf K+\mathbf G$, hence
\begin{equation}
V(\mathbf K)=V(-\mathbf K+\mathbf G)=V(-\mathbf K)=-V(\mathbf K),
\end{equation}
so $V(\mathbf K)=0$. $\square$

Half the sum of \eqref{sum} and its copy with $\mathbf R\to-\mathbf R$ gives the sine series \eqref{sine}.

\paragraph{Remark: other pairs of orbitals.} For parities $p_a$ and $p_b$ the same steps give $V_{ab}(-\mathbf k)=p_ap_bV_{ab}(\mathbf k)$. Two orbitals of equal parity have an even coupling, on which inversion alone imposes no zero.

\paragraph{Remark: overlap and bridging atoms.} The proof uses nothing about $h$ except that it commutes with $P$ and the translations. Putting the identity in place of $h$ shows that the $d$--$f$ overlap is also odd, so non-orthogonal orbitals decouple at $\mathbf K$ too. Now let other atoms, such as the boron in SmB$_6$, carry the electron between the metal sites. Write $a$ for the $d$ and $f$ states and $b$ for the rest, taken orthogonal to them. Eliminating $b$ at energy $E$, away from the eigenvalues of $h_{bb}$, gives
\begin{equation}
h_{\rm eff}(E)=h_{aa}+h_{ab}(E-h_{bb})^{-1}h_{ba}.
\end{equation}
Inversion maps each of the two sets of states onto itself, so every factor respects $P$, and so does $h_{\rm eff}$. Hopping through the bridging atoms is therefore covered.

\section{What follows at and near the zeros}

At $\mathbf K$ the $d$ and $f$ blocks of the Hamiltonian decouple, and its eigenstates can be chosen with definite parity. Away from $\mathbf K$, oddness and periodicity give
\begin{equation}
V(\mathbf K+\mathbf q)=-V(-\mathbf K-\mathbf q)=-V(-\mathbf K-\mathbf q+2\mathbf K)=-V(\mathbf K-\mathbf q).
\end{equation}
The hybridisation is odd about each of the eight points, not just about $\mathbf k=0$. If the hoppings decay fast enough for $V$ to be smooth, its expansion in $\mathbf q$ has odd powers alone. It starts linearly unless the gradient also vanishes for some further reason.

\paragraph{Proposition: one Kramers doublet of each kind.} Let time reversal $\Theta$ also be a symmetry, and let both doublets transform with the same matrix $U=i\sigma_y$: $\Theta|\phi_{\mathbf Rs}\rangle=\sum_{s'}|\phi_{\mathbf Rs'}\rangle U_{s's}$. Then
\begin{equation}
V(\mathbf k)=i v_0(\mathbf k)+\mathbf v(\mathbf k)\cdot\boldsymbol\sigma,
\label{spin}
\end{equation}
with $v_0$ and $\mathbf v$ real and odd.

\emph{Proof.} For an antiunitary symmetry $\langle\Theta u|h|\Theta w\rangle=\langle u|h|w\rangle^*$, so $U^\dagger t(\mathbf R)U=t(\mathbf R)^*$. Write $t=t_0+\sum_it_i\sigma_i$ and use $\sigma_y\sigma_i\sigma_y=-\sigma_i^*$:
\begin{equation}
t_0-\sum_it_i\sigma_i^*=t_0^*+\sum_it_i^*\sigma_i^* .
\end{equation}
Thus $t_0$ is real and each $t_i$ is imaginary. The factor $i$ in \eqref{sine} makes the scalar part of $V$ imaginary and the spin part real. $\square$

The diagonal blocks are simpler. The $d$ block is even in $\mathbf k$ because two equal parities multiply to $+1$. Time reversal gives $U^\dagger h_{dd}(-\mathbf k)U=h_{dd}(\mathbf k)^*$. With $h_{dd}=\varepsilon_d+\mathbf a\cdot\boldsymbol\sigma$ and real coefficients, the two conditions together require $-\mathbf a=\mathbf a$, so $h_{dd}=\varepsilon_d(\mathbf k)$ times the unit matrix. The $f$ block is $\varepsilon_f(\mathbf k)$ times the unit matrix for the same reason.

From \eqref{spin}, and because $(\mathbf v\cdot\boldsymbol\sigma)^2=|\mathbf v|^2$ for real $\mathbf v$,
\begin{equation}
VV^\dagger=(iv_0+\mathbf v\cdot\boldsymbol\sigma)(-iv_0+\mathbf v\cdot\boldsymbol\sigma)=v_0^2+|\mathbf v|^2\equiv v^2 .
\end{equation}
For an eigenvector with $d$ part $u$ and $f$ part $w$,
\begin{equation}
(E-\varepsilon_d)u=Vw,\qquad (E-\varepsilon_f)w=V^\dagger u .
\end{equation}
Multiply the first equation by $E-\varepsilon_f$ and insert the second: $(E-\varepsilon_d)(E-\varepsilon_f)u=v^2u$. With $D=(\varepsilon_d-\varepsilon_f)/2$ and $S=\sqrt{D^2+v^2}$ the roots are
\begin{equation}
E_\pm=\frac{\varepsilon_d+\varepsilon_f}2\pm S .
\label{E}
\end{equation}
For $v\neq0$ any two-component $u$ is allowed at each root, so each level is doubly degenerate. At $v=0$ the levels are $\varepsilon_d$ and $\varepsilon_f$, again with two states each.

The $d$ weight of the lower level follows from $|w|^2=v^2|u|^2/(E_--\varepsilon_f)^2$ and $E_--\varepsilon_f=D-S$:
\begin{equation}
W_d=\frac{(D-S)^2}{(D-S)^2+v^2}=\frac{(S-D)^2}{2S(S-D)}=\frac12\left(1-\frac DS\right).
\label{W}
\end{equation}
The middle step uses $v^2=S^2-D^2$.

\section{Where the conclusion fails}

\paragraph{Inversion exchanges two sublattices.} Suppose the inversion centre lies between sites $A$ and $B$ and swaps them, as in the diamond structure. Then $P$ turns an $A$--$A$ bond into a $B$--$B$ bond, and the steps above yield
\begin{equation}
V_{AA}(-\mathbf k)=-V_{BB}(\mathbf k).
\end{equation}
At $\mathbf K$ this says $V_{AA}=-V_{BB}$, which permits both to be nonzero. An on-site mixing $+w$ on $A$ and $-w$ on $B$ is an example. The orbitals share a sublattice and the crystal has inversion symmetry, yet the hybridisation survives.

\paragraph{The two orbitals sit on different sublattices.} Let $d$ sit at $\mathbf R$ and $f$ at $\mathbf R+\boldsymbol\tau$, with $2\boldsymbol\tau=\mathbf L$ a lattice vector, so that both kinds of site can be inversion centres. Inversion about the $d$ site at the origin sends $\mathbf R+\boldsymbol\tau$ to $-\mathbf R-\boldsymbol\tau=(-\mathbf R-\mathbf L)+\boldsymbol\tau$. Hence $t(\mathbf R)=-t(-\mathbf R-\mathbf L)$. With $\mathbf R'=-\mathbf R-\mathbf L$,
\begin{equation}
V(-\mathbf k)=-\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}t(-\mathbf R-\mathbf L)
=-e^{i\mathbf k\cdot\mathbf L}V(\mathbf k).
\end{equation}
A zero is enforced at $\mathbf K$ if $e^{i\mathbf K\cdot\mathbf L}=1$, but not if this factor is $-1$. In a chain with $\tau=a/2$, the right and left neighbours have hoppings $t$ and $-t$, so $V=t(1-e^{-ika})$. This vanishes at $k=0$ and equals $2t$ at $k=\pi/a$.

Putting the site position into the Bloch phase does not restore the zero. The function $e^{i\mathbf k\cdot\boldsymbol\tau}V$ is odd, but it acquires a factor $e^{i\mathbf G\cdot\boldsymbol\tau}$ under $\mathbf k\to\mathbf k+\mathbf G$. For orbitals on one site the two phases cancel, and the theorem does not depend on the choice.

\paragraph{Inversion is broken.} A polar distortion that keeps the lattice translations allows an even part of $t(\mathbf R)$, which may include an on-site term, and $V(\mathbf K)$ need not vanish. A uniform electric field can also mix the two orbitals on a site, but its potential is not periodic, so $\mathbf k$ is then no longer an exact quantum number.

\section{A cubic model in the regime of SmB$_6$}

Take a simple cubic lattice with $a=0.41$ nm, one $d$ doublet and one $f$ doublet. Let $\theta_i=k_ia$ and $c_i=\cos\theta_i$. The bands are
\begin{align}
\varepsilon_d&=e_0-2t_1(c_x+c_y+c_z)-4t_2(c_xc_y+c_yc_z+c_zc_x),\\
\varepsilon_f&=-\eta(\varepsilon_d-e_0),
\end{align}
with round parameters $e_0=800$, $t_1=400$, $t_2=-300$ meV and $\eta=0.01$. Nearest-neighbour hoppings $t(\pm a\hat{\mathbf e}_i)=\mp iV_0\sigma_i$, with $V_0=25$ meV, are odd and imaginary as required. They give
\begin{equation}
V=\sum_iV_0\sigma_i(-ie^{i\theta_i}+ie^{-i\theta_i})=2V_0\sum_i\sin\theta_i\,\sigma_i .
\end{equation}

At $X=(\pi,0,0)/a$ the sum of cosines is $1$ and the sum of products is $-1$. Thus $\varepsilon_d=800-800-1200=-1200$ meV and $\varepsilon_f=-0.01(-2000)=20$ meV. The pairs $(\varepsilon_d,\varepsilon_f)$ at the other points are, in meV, $(2000,-12)$ at $\Gamma$, $(400,4)$ at $M=(\pi,\pi,0)/a$ and $(6800,-60)$ at $R=(\pi,\pi,\pi)/a$. The hybridisation is zero at all of them. The lower doublet is therefore pure $d$, and even, at $X$; it is pure $f$, and odd, at $\Gamma$, $M$ and $R$.

Close to $X$, $|\sin\theta_i|\approx a|q_i|$ and
\begin{equation}
v\approx2V_0a|\mathbf q|=(20.5\ \mathrm{meV\,nm})\,|\mathbf q| .
\end{equation}
From $X$ towards $M$, $\theta_y$ runs from $0$ to $\pi$, with $\varepsilon_d=-400-800\cos\theta_y$ meV and $v=50\sin\theta_y$ meV. Halfway, $v$ has its largest value on this line, 50 meV, but the bands are 412 meV apart and \eqref{W} gives $W_d=0.986$. At seven tenths of the way $v$ is smaller, 40.5 meV, and $W_d$ has dropped to 0.19, because the bands have crossed in between. By \eqref{W} the mixing depends on the ratio of $v$ to the band separation: it is strong only where $v$ is not small compared with $|\varepsilon_d-\varepsilon_f|$.

The crossing condition $\varepsilon_d=\varepsilon_f$ gives $1.01\,\varepsilon_d=8$ meV, so both energies equal $\varepsilon_\times=7.9$ meV. On the line this occurs at $\cos\theta_y=-0.51$, or 5.14 nm$^{-1}$ from $X$. There $v=43$ meV, and the levels are split by $2v=86$ meV.

\paragraph{The gap is nonzero.} Since $\varepsilon_f$ falls when $\varepsilon_d$ rises, one of them is at or above $\varepsilon_\times$ and the other at or below it at every $\mathbf k$. Equation \eqref{E} places $E_+$ at or above the larger and $E_-$ at or below the smaller. Hence $E_-\le\varepsilon_\times\le E_+$. Equality needs $\varepsilon_d=\varepsilon_f$ and $v=0$ together. In this model $v=0$ requires all three sines to vanish, which happens at the eight special momenta, and the bands do not cross there. The gap is therefore positive.

\paragraph{The zeros limit the gap.} The indirect gap is the minimum of $E_+$ minus the maximum of $E_-$. It cannot exceed the difference between any one value of $E_+$ and any one value of $E_-$. Choosing $X$ and $M$, where the levels are unhybridised,
\begin{equation}
E_{\rm gap}\le E_+(X)-E_-(M)=20-4=16\ \mathrm{meV}.
\end{equation}
With these bands held fixed, no increase of $V_0$ can lift the gap above 16 meV. Evaluating \eqref{E} on a mesh of 121 points per axis, each $\theta_i$ running from $0$ to $\pi$, gives 12.3 meV. Going from 61 to 121 points changes this by less than 0.01 meV. The gap is much smaller than the 86 meV splitting because its two band edges lie at different $\mathbf k$: the top of $E_-$ is at $M$, at 4 meV, and the bottom of $E_+$ is on the line from $\Gamma$ to $X$, at 16.3 meV.

\paragraph{Comparison with the material.} SmB$_6$ is cubic with one Sm per cell, and the Sm site is an inversion centre, so the theorem applies to its $5d$ and $4f$ states. The lattice constant is close to 0.41 nm, and the low-temperature gap is roughly 10 to 20 meV. The model's gap falls there by choice of parameters and is not a prediction. Its $d$ band is 8 eV wide, which is broad, and its 80 meV $f$ band stands for quasiparticles already narrowed by correlation. The real material has several $d$ and $f$ doublets. Adding a second $f$ doublet 15 meV below the first, with the same $V$ and two doublets filled, changes the gap to 11.9 meV on the 61-point mesh. Multiplying each $\sin\theta_i$ in $V$ by $1+0.2\sum_{j\ne i}c_j$, a further-shell hopping of relative size 0.1, changes it to 13.7 meV. Neither change moves the zeros.

A surface breaks inversion. For a field of 0.1 MV/cm $=0.01$ V/nm and an assumed $d$--$f$ dipole length of 0.03 nm, the on-site mixing is 0.3 meV. At $X$ it gives the lower doublet an $f$ weight of $(0.3/1220)^2\approx6\times10^{-8}$. This estimate takes the same on-site term in every cell. It leaves out the potential drop along the field, 4.1 meV per cell, and the altered bonding at a surface. Such a field could not be held across the bulk of the model. On the line from $\Gamma$ to $X$ the bands cross where $v=48.5$ meV and $|d(\varepsilon_d-\varepsilon_f)/d\theta|=1567$ meV. The Landau--Zener probability of tunnelling across the gap is then $\exp[-2\pi(48.5)^2/(4.1\times1567)]\approx0.1$ per passage, with a Bloch period of 1 ps. The estimate also misses the main effect of a surface in this model. The parities of the lower doublet at the eight special momenta, three even and five odd, multiply to $-1$, which makes the model a strong topological insulator with gapless surface states. In a (001) slab these lie at $\varepsilon_\times=7.9$ meV at the surface momenta $(0,0)$ and $(\pi,0)/a$, and they are mixed, about 1\% $d$ and 99\% $f$. The gap keeps the bulk of the model insulating only while $k_BT$ is well below it: $k_BT$ is 0.34 meV at 4 K but 26 meV at 300 K, twice the model gap. The insulating picture is thus a low-temperature one, while the zeros of $V$ persist as long as the inversion symmetry does.
